# The Fundamental Gap from Frontier Eigenvalues and Energy Curvature, part 1

(Sections cited here and not found follow in the second part.)

## First half: from total energies to frontier eigenvalues

A phosphine plasma used for doping silicon contains, among other species, the ion $\mathrm{PH_2^+}$. Take two such ions far apart, remove an electron from one and give it to the other. The cost is the ionization energy of the first ion minus the electron affinity of the second. With the nuclei held fixed, this cost is the fundamental gap of the ion.

There are two ways to get a number for it from one density functional. The first is to compute three total energies, for the ion as it is, with one electron fewer and with one electron more. With the PBE functional this gives 9.99 eV. The second is to compute the ion once and subtract the highest filled orbital energy from the lowest empty one. With the same functional, basis and geometry this gives 1.82 eV. The disagreement lies within one functional, so a relation must be missing between its orbital energies and its own energy differences. I look for it by treating the electron number as a continuous variable, beginning with the simplest energy curve.

### Definitions

Let $E(M)$ be the total energy at electron number $M$, with the nuclei fixed, and let $N$ be the integer of interest. The ionization energy and the electron affinity are

$$I=E(N-1)-E(N),\qquad A=E(N)-E(N+1).$$

Both are positive when the $N$-electron system binds its last electron and would bind one more. Subtracting,

$$I-A=E(N+1)+E(N-1)-2E(N). \tag{1}$$

This is the second difference of the energy, with a step of one electron. It is unchanged if a constant, or a term proportional to $M$, is added to $E(M)$, because both cancel in the combination $1+1-2$ and in $(N+1)+(N-1)-2N$.

### Case 1: one parabola

Take a small isolated metal island whose energy is purely that of charging a capacitor, plus a term linear in the electron number:

$$E(M)=E(N)+\mu\,(M-N)+\tfrac12 U\,(M-N)^2 .$$

Here $\mu$ is the slope at $N$ and $U$ is the charging energy. At the two neighbouring integers,

$$E(N+1)=E(N)+\mu+\tfrac12U,\qquad E(N-1)=E(N)-\mu+\tfrac12U .$$

Insertion in (1) cancels $\mu$ and leaves $I-A=U$. The slope is the same on both sides of $N$, so a gap read from slopes would be zero. The whole gap sits in the curvature. In the limit of a very large island the charging energy vanishes, and the gap vanishes with it, as it should for a metal.

### Case 2: two straight lines

Now remove the curvature and allow a kink at $N$. For $0\le x\le1$ let

$$E(N+x)=E(N)+a_+x,\qquad E(N-x)=E(N)-a_-x .$$

The minus sign in the second equation makes $a_-$ a derivative with respect to $M$: going down by $x$ changes $M$ by $-x$. At $x=1$ we find $A=-a_+$ and $I=a_-\times(-1)=-a_-$. Therefore

$$I-A=a_+-a_- .$$

Here the whole gap sits in the kink. If the kink closes, $a_+=a_-$ and the gap is zero, which agrees with Case 1 at $U=0$.

The straight lines are more than a toy. For the exact theory at zero temperature, a fractional electron number means a statistical mixture of states with integer numbers. If the integer energies form a convex sequence, the cheapest mixture with mean number $N+x$ uses the two neighbouring integers, with weights $1-x$ and $x$. Its energy is

$$(1-x)E(N)+xE(N+1)=E(N)+x\,[E(N+1)-E(N)],$$

which is a straight line. Approximate functionals in general do not follow it, and their departure is the subject of the next case.

### Case 3: a parabola on each side

Combine the kink with curvature, and let the curvatures differ:

$$E(N+x)=E(N)+a_+x+\tfrac12C_+x^2, \tag{2}$$

$$E(N-x)=E(N)-a_-x+\tfrac12C_-x^2, \tag{3}$$

again for $0\le x\le1$. Below $N$ we have $M=N-x$, so $d/dM=-d/dx$. Differentiating (3) once gives $dE/dM=a_--C_-x$, and once more gives $d^2E/dM^2=C_-$. Thus $C_-$, like $C_+$, is an ordinary second derivative with respect to electron number, and a positive value means a curve that bends upward.

Set $x=1$ in each equation:

$$A=E(N)-E(N+1)=-a_+-\tfrac12C_+,$$

$$I=E(N-1)-E(N)=-a_-+\tfrac12C_- .$$

The curvature enters $A$ and $I$ with opposite signs, because $A$ is an energy released on going up and $I$ an energy paid on going down. Subtraction turns them into a sum:

$$I-A=(a_+-a_-)+\tfrac12(C_++C_-). \tag{4}$$

Both earlier cases are contained in this. With $a_+=a_-=\mu$ and $C_+=C_-=U$ the result is $U$. With $C_+=C_-=0$ it is the kink $a_+-a_-$.

So far nothing has been said about orbitals. Equation (4) is a statement about a curve. To make it useful, the two slopes must be found from the $N$-electron calculation.

### The slopes are eigenvalues

Consider a mean-field energy $E[\gamma]$ that depends on the one-electron density matrix

$$\gamma=\sum_i f_i\,|\varphi_i\rangle\langle\varphi_i| .$$

The index $i$ includes spin, the orbitals are orthonormal, and the occupations satisfy $0\le f_i\le1$. Semilocal functionals, hybrids and Hartree-Fock all have this form; a semilocal functional uses the density and its gradient, which $\gamma$ contains. Assume that $E$ can be differentiated, and define the one-electron operator $h$ by the first-order change

$$\delta E=\mathrm{Tr}(h\,\delta\gamma). \tag{5}$$

The self-consistent orbitals are eigenfunctions of this operator, $h\varphi_i=\varepsilon_i\varphi_i$.

Change the occupation of one orbital $k$ by $df_k$ and let all orbitals readjust. The density matrix changes by

$$\delta\gamma=df_k\,|\varphi_k\rangle\langle\varphi_k|+\sum_i f_i\big(|\delta\varphi_i\rangle\langle\varphi_i|+|\varphi_i\rangle\langle\delta\varphi_i|\big).$$

Put this into (5). The first term gives $df_k\langle\varphi_k|h|\varphi_k\rangle=\varepsilon_k\,df_k$. In the second, $h$ acts on $\varphi_i$ and produces $\varepsilon_i$, which is real:

$$\sum_i f_i\big(\langle\varphi_i|h|\delta\varphi_i\rangle+\langle\delta\varphi_i|h|\varphi_i\rangle\big)=\sum_i f_i\varepsilon_i\,\delta\langle\varphi_i|\varphi_i\rangle=0 .$$

It vanishes because the orbitals stay normalized. The readjustment therefore has no first-order effect on the energy, and

$$\frac{\partial E}{\partial f_k}=\varepsilon_k . \tag{6}$$

Above $N$ the added fraction $x$ goes into the lowest empty orbital, so $dE/dM=\varepsilon(N+x)$, the eigenvalue of that partly filled orbital. Below $N$ the fraction is taken from the highest filled orbital, and $dE/dM$ is the eigenvalue of that one. Now let $x\to0$. If $h$ goes over continuously into the operator of the $N$-electron calculation, the limits are the frontier eigenvalues of that calculation:

$$a_+=\varepsilon_L,\qquad a_-=\varepsilon_H, \tag{7}$$

where $L$ labels the lowest unoccupied and $H$ the highest occupied orbital. Equation (4) becomes

$$\boxed{\,I-A=(\varepsilon_L-\varepsilon_H)+\tfrac12(C_++C_-)\,} \tag{8}$$

The fundamental gap is the eigenvalue gap plus the mean of the two curvatures.

Relation (7) can be examined without using (6). If energies are known at $N$, $N+h$ and $N+2h$, where $h$ now denotes a small number of electrons, then (2) gives

$$4E(N+h)-E(N+2h)-3E(N)=2a_+h,$$

since the quadratic parts, $4\cdot\frac12C_+h^2$ and $\frac12C_+(2h)^2$, cancel. Division by $2h$ gives the slope from total energies alone. For $\mathrm{PH_2^+}$ with PBE0 in the cc-pVDZ basis and $h=0.05$, the slope above $N$ is $-12.719$ eV and the LUMO eigenvalue is $-12.717$ eV. The mirror-image formula below $N$ gives $-16.892$ eV, and the HOMO eigenvalue is $-16.892$ eV. The kink in the energy curve is thus the eigenvalue gap, to about 2 meV.

### Where the identification of slopes fails

**A jump in the potential.** Continuity of $h$ at $x\to0$ was an assumption. At a fixed electron number a uniform shift of $h$ changes no orbital and no density, so the density alone does not forbid such a shift from appearing as soon as $M$ exceeds $N$. Suppose it does appear, with size $\Delta$, and that the $N$-electron potential is defined as the limit from below. Then $a_-=\varepsilon_H$ still holds, but $a_+=\varepsilon_L+\Delta$, and (4) gives

$$I-A=(\varepsilon_L-\varepsilon_H)+\Delta+\tfrac12(C_++C_-).$$

The exact Kohn-Sham potential can have such a jump. In that theory both curvatures are zero by Case 2, and the difference between the gap and the eigenvalue gap is $\Delta$. Equation (8) without $\Delta$ must not be applied there. For functionals that are smooth in $\gamma$, such as the three used below, $h$ is continuous and $\Delta=0$.

**Degenerate frontier orbitals.** If several orbitals share the energy $\varepsilon_L$, the added charge can be placed in one of them or spread over all. By (6) every choice gives the same initial slope. The curvature and the final energy can depend on the choice, so (8) holds for each path separately, with the $E(N+1)$ that the path reaches.

**An electron that is not held.** For $C_+>0$ the slope $\varepsilon_L+C_+x$ rises with $x$. If it reaches zero at some $x^*=-\varepsilon_L/C_+<1$, any further charge lowers the energy by moving to infinity, where I take it to cost nothing. The energy then stays at its value at $x^*$:

$$A=-\varepsilon_Lx^*-\tfrac12C_+(x^*)^2=\frac{\varepsilon_L^2}{C_+}-\frac{\varepsilon_L^2}{2C_+}=\frac{\varepsilon_L^2}{2C_+}.$$

At the border, $C_+=-\varepsilon_L$, this equals $-\varepsilon_L/2$. The bound formula $-\varepsilon_L-C_+/2$ gives the same value there, so the two regimes join. Beyond the border the curve above $N$ is no longer one parabola and (8) does not apply. A finite basis can hide this by confining the electron. The sign of the orbital energy at $N+1$ shows whether the danger is present: it must be negative. This is a reason to work with a positive ion, which attracts the added electron strongly.

## Second half: curvatures, errors and a worked ion

The symbols carried over are these. $E(M)$ is the energy of one functional at electron number $M$ with fixed nuclei. $I$ and $A$ are the ionization energy and electron affinity from total energies at $N-1$, $N$ and $N+1$. $\varepsilon_H$ and $\varepsilon_L$ are the frontier eigenvalues at $N$, and $C_-$ and $C_+$ are the second derivatives of $E$ below and above $N$. The first half gave two results for a smooth mean-field functional. The slope $dE/dM$ is the eigenvalue of the orbital being filled or emptied, and for a parabola on each side

$$I-A=(\varepsilon_L-\varepsilon_H)+\tfrac12(C_++C_-). \tag{8}$$

### Reading the curvature from eigenvalues

On a parabola the slope is a straight line in $M$. Its total change over one electron is therefore the curvature itself. Write $\varepsilon(N+1)$ for the eigenvalue of the former LUMO once it is full, and $\varepsilon(N-1)$ for that of the former HOMO once it is empty. Then

$$C_+=\varepsilon(N+1)-\varepsilon_L,\qquad C_-=\varepsilon_H-\varepsilon(N-1). \tag{9}$$

Both differences are taken in the direction of increasing $M$. The same orbital must be followed along each path; if another orbital took its place, the difference would not be the change of one slope.

Inserting (9) in (8) and collecting terms gives

$$I-A=\tfrac12[\varepsilon_L+\varepsilon(N+1)]-\tfrac12[\varepsilon_H+\varepsilon(N-1)].$$

The first bracket is the trapezoid rule for $E(N+1)-E(N)=\int\varepsilon\,dM$, and the second is the same rule for $E(N)-E(N-1)$. The trapezoid rule is exact for a linear integrand, which is the quadratic assumption in another form.

### The sign of the curvature

Hold the orbitals of the $N$-electron state frozen and add a fraction $x$ to the LUMO. Letting the orbitals relax at the same occupations can only lower the energy, if the self-consistent state is the minimum. The frozen and relaxed curves touch at $x=0$ with the same slope, so near that point

$$C_{\rm relaxed}\le C_{\rm frozen}.$$

The same argument applies to removal.

In Hartree-Fock the energy is a quadratic function of $\gamma$. Adding $x|\varphi\rangle\langle\varphi|$ to it produces the second-order term $\frac12x^2(J-K)$. Here $J$ is the Coulomb repulsion of the orbital density with itself, and $K$ is the exchange integral of the orbital with itself. Written out, with $w$ the Coulomb interaction,

$$J=\iint|\varphi(\mathbf r)|^2\,w\,|\varphi(\mathbf r')|^2,\qquad K=\iint\varphi^*(\mathbf r)\varphi(\mathbf r')\,w\,\varphi^*(\mathbf r')\varphi(\mathbf r).$$

The integrands are equal, so $J=K$ and the frozen curve is straight. Relaxation then makes the Hartree-Fock curvature zero or negative, and by (8) the eigenvalue gap is too large against the Hartree-Fock total-energy gap, or equal to it.

A semilocal functional keeps $J$ but has no orbital exchange to cancel it. Its exchange-correlation energy supplies another second-order term, which need not equal $-J$. The argument fixes no sign here, and the curvature has to be computed. If it is positive, the eigenvalue gap is too small.

For a smooth mean-field functional whose energy is a parabola on each side of $N$, the fundamental gap is the eigenvalue gap plus the mean of two curvatures, which can be read from eigenvalues. It remains to test this on $\mathrm{PH_2^+}$ with three functionals, and to see what changes when the curve is not quite a parabola and when the system is large.
